# Critical thickness of Si(1-x)Ge(x) on Si(001) from force balance

## Problem

A thin, uncapped film of Si\(_{1-x}\)Ge\(_x\) lies on a thick Si(001) substrate. It is coherent: its in-plane lattice spacing is forced to that of silicon. A dislocation already threads the film from interface to surface on a {111} plane. If its arm in the film glides sideways, it leaves behind a misfit dislocation along the interface.

(a) Find the force with which the misfit stress drives the arm.

(b) Find the line tension that holds it back.

(c) Equate the two and solve for the critical thickness \(h_c\).

(d) Evaluate \(h_c\) for \(x=0.1\), \(0.2\) and \(0.5\).

**Model.** Elasticity is linear and isotropic, with shear modulus \(\mu\) and Poisson ratio \(\nu\) equal in film and substrate. Surface steps, lattice friction and other dislocations are left out. The mismatch is \(f=(a_{\rm film}-a_{\rm Si})/a_{\rm Si}>0\). The equations have the same form in atomic units; numbers are in eV and Å.

**Data.** \(a_{\rm Si}=5.431\) Å. Rough material values are \(f=0.042\,x\) (linear in composition), \(\nu=0.28\) and \(\mu=0.40\) eV/Å\(^3\).

**Core convention.** Elasticity leaves an additive constant in the line energy undetermined. Use the Matthews-Blakeslee choice, in which the energy per length is a coefficient \(K\) times \(\ln(h/b)+1\), where \(b\) is the length of the Burgers vector.

## Hints

1. Take the line along [110] and the Burgers vector along [101]. Resolve the latter along the line, across it in the interface, and normal to the interface.
2. The free surface removes the normal stress \(\sigma_{zz}\), but not the in-plane stress.
3. The force per length on a dislocation with unit tangent \(\boldsymbol\xi\) is \((\sigma\mathbf b)\times\boldsymbol\xi\). A more inclined arm is also longer.
4. For the line energy, ask how much energy is lost when the excluded core radius grows slightly.
5. The final equation contains \(h\) and \(\ln h\). Count its roots before choosing one.

## Solution

### Geometry

Let \(\mathbf l=[110]/\sqrt2\) be the line direction, \(\mathbf m=[1\bar10]/\sqrt2\) the in-plane direction across it, and \(\mathbf z\) the surface normal. With \(\mathbf b=(a_{\rm Si}/2)[101]\),

\[
b=\frac{a_{\rm Si}}{\sqrt2},\qquad
\mathbf b\cdot\mathbf l=\mathbf b\cdot\mathbf m=\frac{a_{\rm Si}}{2\sqrt2}=\frac b2 .
\]

The first projection gives an angle of 60° between line and Burgers vector. The second is the part that relieves misfit. The glide plane has normal \(\mathbf l\times\mathbf b\propto[1\bar1\bar1]\), so it is a {111} plane.

### (a) Driving force

The film strain is \((a_{\rm Si}-a_{\rm film})/a_{\rm film}=-f/(1+f)\), which is \(-f\) to first order: the film is compressed. With \(\sigma_{zz}=0\), equal in-plane stresses of magnitude \(\sigma\), and Young's modulus \(E=2\mu(1+\nu)\), Hooke's law gives

\[
f=\frac{\sigma-\nu\sigma}{E}
\quad\Rightarrow\quad
\sigma=Mf,\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.
\]

Magnitudes suffice from here on, provided the sign of \(\mathbf b\) is the one for which gliding relieves the compression.

Let \(\mathbf n\) be the unit normal of the glide plane and \(\mathbf p=\mathbf n\times\mathbf l\). The arm has tangent \(\boldsymbol\xi=\cos\alpha\,\mathbf l+\sin\alpha\,\mathbf p\). The force component along \(\mathbf l\), per length of arm, is

\[
|[(\sigma\mathbf b)\times\boldsymbol\xi]\cdot\mathbf l|
=|(\sigma\mathbf b)\cdot(\boldsymbol\xi\times\mathbf l)|
=|\sin\alpha|\,|(\sigma\mathbf b)\cdot\mathbf n|,
\]

because \(\mathbf p\times\mathbf l=-\mathbf n\). The stress acts only in the plane, and \(\mathbf n\) has no component along \(\mathbf l\), so \(|(\sigma\mathbf b)\cdot\mathbf n|=Mf\,(b/2)\,|n_m|\), where \(n_m=\mathbf n\cdot\mathbf m\).

The arm must span the film, so its length is \(h/|\xi_z|\). Since \(l_z=0\) and \(|p_z|=|n_m|\), this equals \(h/(|\sin\alpha|\,|n_m|)\). In the product both angular factors cancel:

\[
F_{\rm drive}=Mf\,h\,\frac b2 .
\]

The inclination of the arm does not matter.

### (b) Line tension

When the arm advances by \(ds\), it lays down a length \(ds\) of misfit dislocation. The energy per length of that dislocation is therefore the retarding force.

Consider the elastic energy \(E_{\rm line}\) per length outside a core cylinder of radius \(r_0\), for a dislocation at depth \(h\). Close to the core the stress is that of a dislocation in an infinite solid. Split \(\mathbf b\) into a screw part \(b_s=b/2\) along the line and an edge part with \(b_e^2=b^2-b_s^2=3b^2/4\).

Use polar coordinates \(r,\theta\) in the plane normal to the line direction \(\mathbf l\). The screw part has stress \(\sigma_{\theta l}=\mu b_s/(2\pi r)\) and energy density \(\sigma_{\theta l}^2/(2\mu)\). A shell of area \(2\pi r\,dr\) contains

\[
\frac{\mu b_s^2}{8\pi^2r^2}\,2\pi r\,dr=\frac{\mu b_s^2}{4\pi}\frac{dr}{r}.
\]

The edge part, with \(\theta\) measured from its Burgers vector, has \(\sigma_{rr}=\sigma_{\theta\theta}=-D\sin\theta/r\) and \(\sigma_{r\theta}=D\cos\theta/r\), where \(D=\mu b_e/[2\pi(1-\nu)]\). In plane strain its energy density is

\[
w=\frac{1}{4\mu}\left[\sigma_{rr}^2+\sigma_{\theta\theta}^2+2\sigma_{r\theta}^2-\nu(\sigma_{rr}+\sigma_{\theta\theta})^2\right]
=\frac{D^2}{4\mu r^2}\left[2-4\nu\sin^2\theta\right].
\]

The bracket integrates over \(\theta\) to \(4\pi(1-\nu)\). The shell energy is then

\[
\frac{\pi D^2(1-\nu)}{\mu}\frac{dr}{r}=\frac{\mu b_e^2}{4\pi(1-\nu)}\frac{dr}{r}.
\]

The two parts use different stress components, so there is no cross term. Their sum is \(K\,dr/r\), with

\[
K=\frac{\mu b^2}{4\pi}\left[\frac14+\frac{3}{4(1-\nu)}\right]
=\frac{\mu b^2}{4\pi(1-\nu)}\left[\frac{1-\nu}{4}+\frac34\right]
=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)} .
\]

Enlarging the core removes one shell, so \(r_0\,\partial E_{\rm line}/\partial r_0=-K\) for \(r_0\ll h\). The half-space offers no length other than \(h\) to compare with \(r_0\), so at given \(\mathbf b\) the energy depends on \(h/r_0\) alone. Hence \(E_{\rm line}=K\ln(h/r_0)+\text{const}\).

It follows that \(\partial E_{\rm line}/\partial h=K/h\), an attraction towards the surface. A numerical test that cancels the surface tractions directly gives the same attraction. With the stated core convention,

\[
F_{\rm line}=K\left[\ln\frac hb+1\right].
\]

### (c) Balance and its solution

Setting \(F_{\rm drive}=F_{\rm line}\) gives

\[
\frac{\mu(1+\nu)}{1-\nu}\,f\,h_c\,b
=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac{h_c}{b}+1\right].
\]

Division by \(\mu b(1+\nu)f/(1-\nu)\) removes the shear modulus:

\[
h_c=A\,b\left[\ln\frac{h_c}{b}+1\right],\qquad
A=\frac{1-\nu/4}{4\pi(1+\nu)f}.
\]

Raising the common modulus of film and substrate increases the driving force and the line tension in the same proportion.

**Number of roots.** Put \(u=h/b\) and \(g(u)=u-A(\ln u+1)\). The net force has the sign of \(g\). Since \(g''=A/u^2>0\), there are at most two roots. The minimum is at \(u=A\), where \(g=-A\ln A\). There are thus two roots for \(A>1\), one double root for \(A=1\), and none for \(A<1\).

For \(A>1\), \(g(1)=1-A<0\), so the roots lie on either side of \(u=1\). The lower one means a film thinner than \(b\), where continuum elasticity has no meaning. At the upper one the net force changes from retarding to driving as \(h\) grows. This is the critical thickness.

**Closed form.** Write the equation as \(u=A\ln(eu)\) and set \(w=-\ln(eu)\). Then \(u=-Aw\), while the definition of \(w\) gives \(eu=e^{-w}\). Eliminating \(u\),

\[
e^{-w}=-eAw\quad\Rightarrow\quad we^{w}=-\frac{1}{eA}.
\]

The solutions are values of the Lambert function. The upper root has \(u>A\), hence \(w<-1\), which selects the branch \(W_{-1}\):

\[
h_c=-A\,b\,W_{-1}\!\left(-\frac1{eA}\right).
\]

**By hand.** Iterate \(u\to A(\ln u+1)\). Near a root the error is multiplied by \(A/u\) at each step. This is below 1 at the upper root, so the iteration converges there, and above 1 at the lower root, which repels it.

### (d) Numbers

The Burgers vector has length \(b=5.431/\sqrt2=3.840\) Å, and

\[
Af=\frac{1-0.07}{4\pi(1.28)}=0.05782 .
\]

For \(x=0.2\), \(f=0.0084\) and \(A=0.05782/0.0084=6.883\). Starting from 100 Å, the first step gives

\[
6.883\times3.840\times\left[\ln\frac{100}{3.840}+1\right]\approx112.6\ \text{Å}.
\]

The next values are 115.7, 116.5 and 116.6 Å, and the limit is 116.7 Å. The error ratio approaches 0.227.

| \(x\) | \(f\) | \(A\) | \(h_c/b\) | \(h_c\) (Å) |
|---|---|---|---|---|
| 0.1 | 0.0042 | 13.77 | 72.79 | 280 |
| 0.2 | 0.0084 | 6.883 | 30.38 | 117 |
| 0.5 | 0.0210 | 2.753 | 8.714 | 33 |

In nanometres these are about 28, 12 and 3.3. The rejected lower roots lie between 1.4 and 1.7 Å, all below \(b\).

The forces for \(x=0.2\) show the threshold. At 50 Å the drive is 1.15 eV/Å against a line tension of 2.16 eV/Å, and the arm is held. At \(h_c\) both are 2.68 eV/Å. At 200 Å the drive is 4.59 eV/Å against 3.00 eV/Å, and the arm advances. The drive grows linearly with thickness, the line tension only logarithmically.

The result is a threshold for extending a dislocation that already exists. A film above \(h_c\) can remain coherent if threading dislocations are scarce or glide is slow. The calculation contains no rates and cannot say for how long. The numerical output below gives further digits for checking the arithmetic; they are finer than the model deserves.

These thicknesses belong to the isotropic model with the rough data above. Real silicon is elastically cubic, and its biaxial modulus for a (001) film is about 1.13 eV/Å\(^3\), not the 1.42 eV/Å\(^3\) used here. Cubic elastic constants of silicon in both the film stress and the line energy would raise \(h_c\) by about 30%. The measured lattice parameter of the alloy also lies slightly below the linear rule, which by itself would raise \(h_c\) by 10 to 16%.

## Variation 1: does doubling the germanium content halve \(h_c\)?

Since \(A\propto1/f\), differentiate \(u_c=A(\ln u_c+1)\):

\[
du_c\left(1-\frac{A}{u_c}\right)=u_c\,\frac{dA}{A}
\quad\Rightarrow\quad
\frac{d\ln h_c}{d\ln f}=-\frac{1}{1-A/u_c}.
\]

The balance itself gives \(A/u_c=1/(\ln u_c+1)\), so

\[
\frac{d\ln h_c}{d\ln f}=-\left(1+\frac1{\ln u_c}\right).
\]

The thickness falls faster than \(1/f\), because a thinner film also has a smaller line tension. The slopes are \(-1.23\), \(-1.29\) and \(-1.46\) for the three compositions. From \(x=0.1\) to \(0.2\), \(h_c\) falls by a factor of 2.40, not 2.

For \(f\to0\), \(u_c\) grows without bound and the slope tends to \(-1\), though only logarithmically. In the opposite limit \(A\to1\), reached at \(f=0.058\), \(h_c\) shrinks to \(b\) and the slope diverges. Pure germanium, with \(f=0.042\), still has a formal root, but continuum theory becomes doubtful as \(h_c\) approaches \(b\).

## Variation 2: how much depends on the core convention?

Replace the constant 1 by \(c\), so that \(u_c=A(\ln u_c+c)\). At fixed \(A\),

\[
du_c\left(1-\frac A{u_c}\right)=A\,dc .
\]

At \(c=1\), inserting \(A/u_c=1/(\ln u_c+1)\) gives

\[
\frac{d\ln h_c}{dc}=\frac{A/u_c}{1-A/u_c}=\frac1{\ln u_c}.
\]

The thinner the critical film, the more the unknown core matters. Solving the full equation with \(c=0.5\) and \(c=1.5\) gives these ranges:

- \(x=0.1\): 246 to 312 Å, about 12% either side of the value at \(c=1\).
- \(x=0.2\): 99 to 133 Å, about 15% either side.
- \(x=0.5\): 25 to 41 Å, between 25% below and 22% above.

For comparison, changing \(\nu\) to 0.25 or 0.31 shifts \(h_c\) by 4 to 5%. Using the strain \(f/(1+f)\) instead of \(f\) raises it by 3% at \(x=0.5\) and by less at the other two compositions. Of these three changes, the shift of \(c\) by \(\pm0.5\) has the largest effect, moving \(h_c\) by about a quarter of its value at \(x=0.5\). That range of \(c\) is only a trial: the model does not fix the core constant, so these figures measure sensitivity and are not an error bar.

## Calculated quantities

```
Si lattice parameter = 5.4310 angstrom
Burgers vector length b = 3.8403 angstrom
Inputs: full mismatch = 0.042, nu = 0.28 (no unit)
Shear modulus mu = 0.40 eV/angstrom^3
Biaxial modulus M = 1.4222 eV/angstrom^3
Line-energy coefficient K = 0.6064 eV/angstrom
Product A*f = 0.05782 (no unit); also mismatch where A = 1
Number of 60 degree Burgers vectors, both signs = 8
x = 0.1: f = 0.0042, A = 13.7662, h_c/b = 72.790
  critical thickness = 279.5 angstrom = 27.95 nm
  rejected lower root = 1.45 angstrom
  atomic layers of height a_Si/4 = 205.9
  slope d ln h_c / d ln f = -1.233
x = 0.2: f = 0.0084, A = 6.8831, h_c/b = 30.381
  critical thickness = 116.7 angstrom = 11.67 nm
  rejected lower root = 1.49 angstrom
  atomic layers of height a_Si/4 = 85.9
  slope d ln h_c / d ln f = -1.293
x = 0.5: f = 0.0210, A = 2.7532, h_c/b = 8.714
  critical thickness = 33.5 angstrom = 3.35 nm
  rejected lower root = 1.65 angstrom
  atomic layers of height a_Si/4 = 24.6
  slope d ln h_c / d ln f = -1.462
h_c(0.1)/h_c(0.2) = 2.396
h_c(0.2)/h_c(0.5) = 3.487
Iteration for x = 0.2, thickness in angstrom:
  100.00, 112.60, 115.73, 116.46, 116.62, 116.66, 116.67, 116.67
  error ratio A*b/h_c = 0.227
Forces for x = 0.2, in eV/angstrom:
  h = 50.0 angstrom: drive 1.1470, line 2.1626
  h = 116.7 angstrom: drive 2.6764, line 2.6764
  h = 200.0 angstrom: drive 4.5879, line 3.0032
Sensitivity of h_c, in angstrom:
  x = 0.1: core constant 0.5, 1.5: 246.4, 311.7
    nu 0.25, 0.31: 290.7, 269.0; strain f/(1+f): 281.0
  x = 0.2: core constant 0.5, 1.5: 99.2, 133.4
    nu 0.25, 0.31: 121.6, 112.0; strain f/(1+f): 117.9
  x = 0.5: core constant 0.5, 1.5: 25.2, 40.9
    nu 0.25, 0.31: 35.0, 32.0; strain f/(1+f): 34.5
```
